# Parallel-transport gauge for long implicit steps in real-time propagation

## What limits the step

A light field with a photon energy of 1 eV has a period of about 4 fs. If it drives an insulating system well below its gap, the density follows the field, and steps of 0.2 fs would seem enough. Yet the usual implicit propagation of the orbitals can fail badly at that step. An orbital bound by 20 or 40 eV turns its phase many times within one field period, although this phase does not appear in the density. Implicit integration keeps such a rotation stable, but it does not keep it accurate, and the error reaches the density.

Let $\Psi$ be the matrix whose $N$ columns are the occupied orbitals in a finite, orthonormal plane-wave basis. The orbitals are orthonormal and each holds two electrons. With $P=\Psi\Psi^\dagger$,

$$i\hbar\dot\Psi=H(t,P)\Psi. \tag{1}$$

The Hamiltonian is Hermitian and depends on the orbitals through $P$ alone, as in a mean-field theory whose potential is built from the density. Let $h$ be the time step and $\tau=h/(2\hbar)$. The trapezoidal, or Crank-Nicolson, rule is

$$(1+i\tau H_{k+1})\Psi_{k+1}=(1-i\tau H_k)\Psi_k. \tag{2}$$

For constant $H$, an eigenstate of energy $\varepsilon_i$ is multiplied in each step by

$$\frac{1-i\tau\varepsilon_i}{1+i\tau\varepsilon_i}=e^{-i\theta_i},\qquad \tan\frac{\theta_i}{2}=\tau\varepsilon_i.$$

The phase is wrong, since it should be $\varepsilon_i h/\hbar$, but $P$ is unharmed. The damage appears when the system is driven.

Add a weak potential $V\cos\omega t$ to a fixed $H_0$ and leave out the density feedback. To first order in $V$, the amplitude $y_k$ of an empty state $a$ in orbital $i$ obeys

$$y_{k+1}-y_k=-i\tau\left[\varepsilon_a(y_{k+1}+y_k)+V_{ai}(f_{k+1}+f_k)\right],$$

where $f_k=\cos(\omega t_k)e^{-i\theta_i k}$ carries the numerical phase of the orbital. Write $f_k=\frac12\sum_\pm e^{-i\phi_\pm k}$ with $\phi_\pm=\theta_i\pm\omega h$, and seek the forced solution $y_k=\sum_\pm Y_\pm e^{-i\phi_\pm k}$. Since $(e^{-i\phi}-1)/(e^{-i\phi}+1)=-i\tan(\phi/2)$, each term gives

$$\tan\frac{\phi_\pm}{2}\,Y_\pm=\tau\left(\varepsilon_aY_\pm+\frac{V_{ai}}2\right),\qquad
Y_\pm=\frac{V_{ai}/2}{\tau^{-1}\tan(\phi_\pm/2)-\varepsilon_a}.$$

In $P$ the orbital's own phase cancels, leaving $Y_\pm e^{\mp i\omega t_k}$. The correct denominator is $\pm\hbar\omega-\Delta_{ai}$, with $\Delta_{ai}=\varepsilon_a-\varepsilon_i$. The scheme has therefore replaced $\pm\hbar\omega$ by $\tau^{-1}\tan(\phi_\pm/2)-\varepsilon_i$. Set $w=\tau^{-1}\tan(\omega h/2)$. The addition formula for the tangent gives

$$\frac{\varepsilon_i\pm w}{1\mp\tau^2\varepsilon_iw}-\varepsilon_i
=\pm w\,\frac{1+\tau^2\varepsilon_i^2}{1\mp\tau^2\varepsilon_iw}. \tag{3}$$

The response still oscillates at $\omega$, but each of its two parts has the amplitude that belongs to another drive frequency. For small steps and $|\varepsilon_i|\gg\hbar\omega$, the leading relative error of that frequency is $(\varepsilon_ih/2\hbar)^2$. It contains the absolute orbital energy, which should have no influence on the density.

A constant subtracted from $H$ changes $\varepsilon_i$ in equation (3). For one occupied orbital, the choice $\varepsilon_i=0$ removes the excess. With several orbitals of different energy, one constant cannot do this for all of them. What has to be removed is a matrix acting within the occupied space.

## The gauge with the slowest orbitals

Any unitary $N\times N$ matrix $U(t)$ gives another set $\Phi=\Psi U$ with $\Phi\Phi^\dagger=\Psi UU^\dagger\Psi^\dagger=P$. The density and the mean-field energy are the same. Equal occupations are needed here: mixing orbitals with different occupations would in general change the density.

This freedom can be used to make the orbitals move as slowly as possible. Let $Q=1-P$ and split $\dot\Phi=P\dot\Phi+Q\dot\Phi$. Because $PQ=0$, the squared Frobenius norms add:

$$\|\dot\Phi\|^2=\|P\dot\Phi\|^2+\|Q\dot\Phi\|^2.$$

The second part cannot be changed, for $Q\Psi=0$ gives

$$Q\dot\Phi=Q(\dot\Psi U+\Psi\dot U)=Q\dot\Psi\,U,$$

whose norm is that of $Q\dot\Psi$. The first part can be set to zero by requiring $\Phi^\dagger\dot\Phi=0$, the parallel-transport condition. Inserting $\Phi=\Psi U$ gives $U^\dagger\Psi^\dagger\dot\Psi U+U^\dagger\dot U=0$, hence

$$\dot U=-\Psi^\dagger\dot\Psi\,U=\frac{i}{\hbar}(\Psi^\dagger H\Psi)U,\qquad U(0)=1.$$

This linear equation has an anti-Hermitian generator, so its solution stays unitary and the gauge exists along the trajectory. There is no need to compute $U$. Differentiating $\Phi=\Psi U$ yields

$$\dot\Phi=-\frac i\hbar H\Psi U+\frac i\hbar\Psi(\Psi^\dagger H\Psi)U
=-\frac i\hbar(H\Phi-PH\Phi),$$

which is the equation of motion

$$i\hbar\dot\Phi=H\Phi-\Phi(\Phi^\dagger H\Phi). \tag{4}$$

A constant added to $H$ cancels on the right. If the orbitals span the same space as $N$ eigenstates of $H$, the whole right side vanishes, whatever the energies of those states.

The remaining speed is that of the density matrix. From $\dot P=\dot\Phi\Phi^\dagger+\Phi\dot\Phi^\dagger$ and $\Phi^\dagger\dot\Phi=0$, two of the four terms in $\operatorname{tr}\dot P^2$ vanish and the other two each equal $\|\dot\Phi\|^2$. Thus

$$\|\dot\Phi\|^2=\tfrac12\|\dot P\|^2. \tag{5}$$

If $P$ changes quickly, no gauge can make the orbitals slow.

## The implicit step

A small first derivative does not by itself justify a long step. For the trapezoidal rule, a Taylor expansion about the start of the step gives

$$\Phi(t+h)-\Phi(t)-\frac h2\left[\dot\Phi(t)+\dot\Phi(t+h)\right]
=\left(\frac16-\frac14\right)h^3\dddot\Phi+O(h^4).$$

The third derivative must be small too, so the motion has to be smooth as well as slow. The response calculation below shows when it is.

The unknown orbitals at the end of a step need not be orthonormal. It is convenient to let $P$ denote the projector on their span and to define

$$G=(1-P)H\Phi=H\Phi-\Phi M,\qquad M=(\Phi^\dagger\Phi)^{-1}\Phi^\dagger H\Phi.$$

For orthonormal orbitals this is the right side of equation (4). The step is

$$\Phi_{k+1}+i\tau G_{k+1}=\Phi_k-i\tau G_k. \tag{6}$$

Since $\Phi^\dagger G=0$ at both ends, multiplying each side by its own adjoint leaves no cross terms. Starting from orthonormal orbitals,

$$\Phi_{k+1}^\dagger\Phi_{k+1}-1=\tau^2\left(G_k^\dagger G_k-G_{k+1}^\dagger G_{k+1}\right).$$

For smooth motion the bracket is of order $h$, so the loss of orthonormality in one step is of order $h^3$. It is removed by $\Phi\to\Phi(\Phi^\dagger\Phi)^{-1/2}$, which leaves the span unchanged.

Now repeat the weak-drive calculation. Let $\delta_k$ be the amplitude of state $a$ in orbital $i$. To first order, the $a$ component of $H\Phi$ is $\varepsilon_a\delta+V_{ai}\cos\omega t$, and that of $\Phi M$ is $\varepsilon_i\delta$. Equation (6) becomes

$$\delta_{k+1}-\delta_k=-i\tau\left[\Delta_{ai}(\delta_{k+1}+\delta_k)+V_{ai}(\cos\omega t_{k+1}+\cos\omega t_k)\right].$$

This is the earlier recursion with $\varepsilon_a$ replaced by $\Delta_{ai}$ and $\theta_i$ by zero. Its forced solution is

$$\delta_k=\sum_\pm\frac{V_{ai}/2}{\pm w-\Delta_{ai}}e^{\mp i\omega t_k}
=-V_{ai}\frac{\Delta_{ai}\cos\omega t_k-iw\sin\omega t_k}{\Delta_{ai}^2-w^2}. \tag{7}$$

Here $w=\hbar\omega[1+(\omega h)^2/12+\ldots]$. The absolute energy is gone, and the step has to resolve the drive. The product $\Delta_{ai}h/\hbar$ may exceed one, because the forced motion does not oscillate at the gap frequency.

Equating the two leading frequency errors, $(\omega h_{\rm PT})^2/12=(\varepsilon_ih_{\rm S}/2\hbar)^2$, gives

$$\frac{h_{\rm PT}}{h_{\rm S}}\approx\sqrt3\,\frac{|\varepsilon_i|}{\hbar\omega}, \tag{8}$$

where S marks the Schroedinger gauge. This holds for weak monochromatic driving below the gap, one dominant orbital, and $|\varepsilon_i|\gg\hbar\omega$. The energy is measured from the zero used in equation (2).

A pulse contains several frequencies. For each of them, the parallel-transport step replaces $\omega$ by $(2/h)\tan(\omega h/2)$, so to leading order it replaces $d/dt$ by $d/dt-(h^2/12)\,d^3/dt^3$. The Schroedinger-gauge step multiplies $d/dt$ by $1+\tau^2\varepsilon_i^2$. For a drive $f(t)$, the quantity $\omega^2$ in the comparison of the largest errors is then replaced approximately by $|\dddot f/\dot f|$, taken near the time when the drive changes fastest.

## Solving for the new orbitals

Equation (6) is nonlinear even without density feedback, because $P$ depends on the unknown orbitals. Direct substitution multiplies an error in state $a$ by about $\tau\Delta_{ai}$, which is larger than one for the long steps wanted here. A linearized correction avoids this.

Let $F=\Phi+i\tau G-B$ be the residual, with $B$ the known right side of equation (6). Write the correction as $\delta\Phi=\Phi C+D$, where $\Phi^\dagger D=0$. In the linearization, neglect terms proportional to the small $G$, the small deviation from orthonormality, and the change of $H$ with density. Varying $\Phi^\dagger G=0$ gives $\Phi^\dagger\delta G=-\delta\Phi^\dagger G\approx0$. The occupied part of $F+\delta F=0$ is therefore $C=-\Phi^\dagger F$.

For the other part, $Q\delta G=QH\Phi C+QHD-DM$. The first term equals $GC$ and is neglected, leaving

$$D+i\tau(QHQD-DM)=-QF. \tag{9}$$

With the deviation from orthonormality neglected, $M$ is Hermitian. Diagonalizing it separates this into one linear problem per orbital, with matrix $1+i\tau(QHQ-\mu_j)$. Its eigenvalues are one plus an imaginary number, so it is invertible. After each correction, $H$ and $G$ are rebuilt. The neglected terms affect the speed of convergence, while a converged solution satisfies equation (6) itself. Convergence is expected when $\tau\|G\|$ and the density feedback are small enough.

## A driven pair of wells

A periodic cell of length $L=1.2$ nm, described by 41 plane waves and their dual grid, contains two Gaussian wells, $-V_0\exp[-(x-x_0)^2/2\sigma^2]$. The deep one has $V_0=60$ eV, $\sigma=0.05$ nm and $x_0=-0.3$ nm. The shallow one has $V_0=30$ eV, $\sigma=0.10$ nm and $x_0=0.3$ nm. Four electrons also feel a mean field $gn(x)$, where $n$ is their density and $g=0.05$ eV nm. These are model parameters.

The self-consistent ground state has occupied energies of −40.68 and −22.65 eV. The lowest empty level lies at −11.21 eV, so the gap is 11.44 eV. That level belongs to the deep well, and the drive below hardly couples it to the upper orbital, which sits in the shallow well. The upper orbital is driven mainly to the next level, at −10.90 eV, a transition of 11.76 eV. The drive is

$$W(x,t)=W_0\sin^4\!\left(\frac{\pi t}{T}\right)\sin(\omega t)\cos\!\left(\frac{2\pi x}{L}\right),$$

with $W_0=2$ eV, $T=12$ fs and $\hbar\omega=1$ eV. Its carrier period of 4.136 fs corresponds to $\hbar=0.6582$ eV fs.

At the pulse centre the orbital speed $\|\dot\Psi\|$ is 70.7 fs$^{-1}$, close to $\sqrt{40.68^2+22.65^2}/0.6582$. In the parallel-transport gauge it is 0.0697 fs$^{-1}$, about a thousand times smaller. The permitted steps do not differ by this factor. For weak driving the parallel-transport speed is proportional to the drive strength, whereas the step ratio in equation (8) does not depend on it.

The table gives the largest Frobenius-norm error of $P$, sampled every 0.2 fs. The reference is an adaptive eighth-order Runge-Kutta solution in the same basis. Both implicit schemes are orthonormalized after every step.

| Gauge | $h$ (fs) | Error of $P$ |
|---|---:|---:|
| Parallel transport | 0.2 | $6.1\times10^{-5}$ |
| Parallel transport | 0.1 | $1.5\times10^{-5}$ |
| Schroedinger | 0.2 | $1.6\times10^{-1}$ |
| Schroedinger | 0.02 | $7.0\times10^{-4}$ |
| Schroedinger | 0.005 | $4.4\times10^{-5}$ |

The largest physical change of $P$ during the pulse is 0.062. At 0.2 fs, the parallel-transport error is thus 0.1% of the signal, while the Schroedinger-gauge error is 2.6 times the signal.

Equation (3) shows how the latter can happen. For the upper orbital, $\tau|\varepsilon_i|=0.2\times22.65/(2\times0.6582)=3.44$, and the positive-frequency part of the drive acts as if its photon energy were 8.48 eV. Its distance from the 11.76 eV transition shrinks from 10.76 to 3.28 eV. The short pulse also contains higher frequencies, which are shifted still closer to resonance or into it. They leave a false excitation behind when the pulse has ended. In the parallel-transport gauge the effective photon energy is 1.008 eV.

Both schemes are of second order here. The Schroedinger-gauge step that matches the parallel-transport error at 0.2 fs is therefore

$$h_{\rm S}=0.005\sqrt{\frac{6.08}{4.39}}\ \text{fs}=0.0059\ \text{fs},$$

a ratio of 34. Equation (8), applied to the upper orbital, gives $\sqrt3\times22.65=39$. The pulse envelope accounts for most of the difference. At the centre, the second derivative of $\sin^4(\pi t/T)$ is $-4(\pi/T)^2$, so

$$\left|\frac{\dddot f}{\dot f}\right|=\omega^2+12\left(\frac{\pi}{T}\right)^2=1.36\,\omega^2.$$

The estimate becomes $39.2/\sqrt{1.36}=34$.

A better energy zero helps the Schroedinger gauge. Placed midway between the occupied levels, at −31.66 eV, it leaves them at ±9.01 eV. The equal-error ratio, scaled from a run at 0.02 fs, falls to 13. The upper orbital alone would give $\sqrt3\times9.01/\sqrt{1.36}=13$. The midpoint is not the best choice, because the upper orbital dominates the response. With the zero at that orbital's energy, the ratio is 8. A zero about 3 eV lower still brings it to 7. The choice of zero thus accounted for a factor of four to five in the original 34. An advantage remains because one constant cannot remove both occupied energies.

An observable shows the same contrast. The moment $\int n(x)\cos(2\pi x/L)\,dx$ changes by at most 0.056. With 0.2 fs steps its error is $1.0\times10^{-5}$ in the parallel-transport gauge and 0.10 in the Schroedinger gauge. The first is less than the relative error of $P$ would suggest. For real stationary orbitals, the first-order density contains the real part of equation (7), where $w$ enters through $w^2/\Delta_{ai}^2$.

Fewer steps do not give the same gain in computing time. The parallel-transport run at 0.2 fs took 60 steps and 445 solver iterations. The Schroedinger-gauge run at 0.005 fs, with a similar error, took 2400 steps and 8761 iterations. The iteration count falls by a factor of 20, but a parallel-transport iteration also needs projections and a separate linear problem for each orbital. In a large basis, the cost will depend on how equation (9) is solved.

## When the long step fails

Suppose a constant potential is switched on at $t=0$. For one transition, the exact first-order amplitude is

$$\delta(t)=-\frac{V_{ai}}{\Delta_{ai}}\left(1-e^{-i\Delta_{ai}t/\hbar}\right).$$

The density matrix now oscillates at the gap frequency, and by equation (5) no gauge can hide this. For the 11.76 eV transition and $h=0.2$ fs, the true phase advance is 3.57 rad per step. The trapezoidal rule gives $2\arctan(\tau\Delta_{ai})=2.12$ rad. The oscillation remains bounded but soon has the wrong phase.

In the model, the spatial potential of the pulse was switched on suddenly with a constant strength of 2 eV and followed for 2 fs. The largest change of $P$ was 0.133, and the parallel-transport error at 0.2 fs was 0.132. At 0.005 fs the error fell to 0.0073, still 5% of the signal. The 11.76 eV transition accumulates a phase error of only about 0.02 rad in those 400 steps, too little to explain this. The phase error per step grows as the cube of the transition energy, and the 29.5 eV transition from the deep orbital to the lowest empty level accumulates 0.37 rad. With $|V_{ai}|=0.36$ eV its amplitude is 0.012, so it contributes about $\sqrt2\times0.012\times0.37=0.006$, most of the error.

Resonant driving is also demanding. Near $\hbar\omega=\Delta_{ai}$, a small error in $w$ is compared with the small denominator $\Delta_{ai}-\hbar\omega$ in equation (7). The long step is therefore suited to smooth driving away from resonance. When transitions at the gap frequency are themselves part of the motion, the step must resolve them.
